# Second-order effective permittivity of a lamellar grating in transverse-electric polarization: verification in Python

```python
# RESULT UNDER TEST: effective permittivity of a lamellar grating, electric
# field parallel to the lines (TE), zero Bloch wavevector across the lines:
#   eps = f*e1 + g*e2 + (pi^2/3) f^2 g^2 D^2 r^2
#         + (4 pi^4/45) (1-2f) f^3 g^3 D^3 r^4 + O(r^6)
# f: line fraction, g = 1-f, e1/e2: line/space permittivity, D = e1-e2,
# r: pitch / vacuum wavelength; eps = (propagation constant / k0)^2.
# Independent roads: layer transfer matrices, plane-wave diagonalization,
# high-precision roots, and a rigorous finite-film diffraction calculation.
import numpy as np
import mpmath as mp
from scipy.linalg import expm, toeplitz
from scipy.optimize import brentq
from scipy.constants import h as planck, c as light_speed, e as charge

mp.mp.dps = 40


def average(f, e1, e2):
    return f * e1 + (1 - f) * e2


def term2(f, e1, e2, r, pi=np.pi):
    return pi**2 / 3 * (f * (1 - f) * (e1 - e2) * r)**2


def term4(f, e1, e2, r, pi=np.pi):
    return 4 * pi**4 / 45 * (1 - 2*f) * (f * (1 - f) * (e1 - e2))**3 * r**4


def mode_root(f, e1, e2, r):
    """Root of the even-field mode condition, in high precision."""
    f, e1, e2, r = [mp.mpf(str(v)) for v in (f, e1, e2, r)]

    def condition(eps):
        k1, k2 = mp.sqrt(e1 - eps), mp.sqrt(e2 - eps)
        return (k1 * mp.tan(mp.pi * r * f * k1)
                + k2 * mp.tan(mp.pi * r * (1 - f) * k2)) / (mp.pi * r)

    start = average(f, e1, e2)
    return mp.re(mp.findroot(condition, (start, start + mp.mpf('0.001'))))


def wave_matrix(f, e1, e2, r, orders, sine=0.0):
    """Plane-wave matrix whose eigenvalues are the modal permittivities."""
    m = np.arange(2 * orders + 1)
    coeff = (e1 - e2) * f * np.sinc(m * f)
    coeff[0] += e2
    kx = sine + np.arange(-orders, orders + 1) / r
    return toeplitz(coeff, coeff) - np.diag(kx**2), kx


def film_reflectance(eps, height, wavelength, e_sub):
    n, ns = np.sqrt(eps), np.sqrt(e_sub)
    top, bottom = (1 - n) / (1 + n), (n - ns) / (n + ns)
    phase = np.exp(4j * np.pi * n * height / wavelength)
    return abs((top + bottom * phase) / (1 + top * bottom * phase))**2


def grating_film(f, e1, e2, pitch, height, wavelength, e_sub, orders):
    """Rigorous TE reflectance, transmittance and bulk modal permittivity."""
    matrix, kx = wave_matrix(f, e1, e2, pitch / wavelength, orders)
    values, vectors = np.linalg.eigh(matrix)
    decay = np.sqrt(-values + 0j).conj()
    above = np.sqrt(kx**2 - 1 + 0j).conj()[:, None]
    below = np.sqrt(kx**2 - e_sub + 0j).conj()[:, None]
    damp = np.exp(-decay * 2 * np.pi * height / wavelength)
    slope = vectors * decay
    system = np.block([
        [-slope - above * vectors, (slope - above * vectors) * damp],
        [(-slope + below * vectors) * damp, slope + below * vectors]])
    source = np.zeros(2 * len(kx), complex)
    source[orders] = -2 * above[orders, 0]
    amp = np.linalg.solve(system, source)
    down, up = amp[:len(kx)], amp[len(kx):]
    refl = (vectors @ (down + damp * up))[orders] - 1
    trans = (vectors @ (damp * down + up))[orders]
    return abs(refl)**2, np.sqrt(e_sub) * abs(trans)**2, values[-1]


# Factored mode condition against the trace of true layer matrices
for f, e1, e2, r, eps in [(0.4, 4.41, 1.0, 0.3, 2.0),
                          (0.7, 9.0, 2.0, 0.2, -3.0),
                          (0.25, 6.0 + 1j, 1.5, 0.4, 0.7)]:
    layers = [expm(2 * np.pi * r * w * np.array([[0, 1], [eps - ej, 0]]))
              for w, ej in ((f, e1), (1 - f, e2))]
    from_trace = 1 - np.trace(layers[1] @ layers[0]) / 2
    k1, k2 = np.sqrt(e1 - eps + 0j), np.sqrt(e2 - eps + 0j)
    A, B = np.pi * r * f * k1, np.pi * r * (1 - f) * k2
    factored = (2 / (k1 * k2) * (np.cos(A) * np.cos(B))**2
                * (k1 * np.tan(A) + k2 * np.tan(B))
                * (k2 * np.tan(A) + k1 * np.tan(B)))
    assert abs(from_trace - factored) < 1e-10 * (1 + abs(from_trace))

# Both expansion coefficients from high-precision roots at tiny pitch
for f, e1, e2 in [('0.4', '4.41', '1'), ('0.7', '9', '2'), ('0.5', '6', '1')]:
    F, P, Q, R0 = mp.mpf(f), mp.mpf(e1), mp.mpf(e2), mp.mpf('0.001')
    shift = mode_root(f, e1, e2, R0) - average(F, P, Q)
    second = term2(F, P, Q, R0, mp.pi)
    assert abs(shift / second - 1) < 1e-4
    fourth = (shift - second) / R0**4
    expected = term4(F, P, Q, 1, mp.pi)
    assert abs(fourth - expected) < 1e-3 * max(1, abs(expected))

# Lossy line: plane-wave eigenvalue against the expansion
f, e1, e2, r = 0.3, 12.0 + 3.0j, 1.0, 0.03
m = np.arange(-60, 61)
coeff = (e1 - e2) * f * np.sinc((m[:, None] - m[None, :]) * f)
lossy = np.linalg.eigvals(coeff + np.diag(e2 - (m / r)**2))
lossy = lossy[np.argmin(abs(lossy - average(f, e1, e2)))]
rest = lossy - average(f, e1, e2) - term2(f, e1, e2, r)
assert abs(rest - term4(f, e1, e2, r)) < 0.2 * abs(term4(f, e1, e2, r))

# Worked example: hBN lines in air (rough typical in-plane index)
wavelength, pitch, width, height = 633.0, 100.0, 40.0, 80.0
index_in, index_out, e_sub = 2.1, 1.8, 2.25
e1, e2, f, r = index_in**2, 1.0, width / pitch, pitch / wavelength
eps0, d2, d4 = average(f, e1, e2), term2(f, e1, e2, r), term4(f, e1, e2, r)
exact = float(mode_root(f, e1, e2, r))
spectrum = np.linalg.eigvalsh(wave_matrix(f, e1, e2, r, 60)[0])
assert abs(spectrum[-1] - exact) < 1e-6
assert spectrum[-2] < 0 < spectrum[-1]
assert abs(exact - eps0 - d2) < 0.1 * d2
assert abs(exact - eps0 - d2 - d4) < abs(exact - eps0 - d2)

# Sum over virtual diffraction orders
m = np.arange(1, 20001)
order_terms = 2 * ((e1 - e2) * f * np.sinc(m * f) * r / m)**2
assert abs(order_terms.sum() - d2) < 1e-10

energy = planck * light_speed / (wavelength * 1e-9) / charge
print(f"wavelength {wavelength:.0f} nm, photon energy {energy:.3f} eV")
print(f"pitch {pitch:.0f} nm, line {width:.0f} nm, height {height:.0f} nm")
print(f"line fraction {f:.2f}, pitch/wavelength {r:.5f}")
print(f"rough hBN in-plane index {index_in:.2f}, permittivity {e1:.4f}")
print(f"space permittivity {e2:.2f}, substrate permittivity {e_sub:.2f}")
print(f"average permittivity {eps0:.6f}")
print(f"second-order correction {d2:.6f}")
print(f"fourth-order correction {d4:.6f}")
print(f"sum through second order {eps0 + d2:.6f}")
print(f"sum through fourth order {eps0 + d2 + d4:.6f}")
print(f"mode-condition root {exact:.6f}")
print(f"plane-wave eigenvalue (121 waves) {spectrum[-1]:.6f}")
print(f"share of first orders in correction {order_terms[0]/d2:.4f}")
near = wavelength / (2 * np.pi * np.sqrt(-spectrum[-2]))
print(f"next modal permittivity {spectrum[-2]:.3f}")
print(f"its field decay length {near:.2f} nm")

print("pitch nm | average | through 2nd | through 4th | root")
for p in (50.0, 100.0, 200.0, 300.0):
    ratio = p / wavelength
    s2 = eps0 + term2(f, e1, e2, ratio)
    s4 = s2 + term4(f, e1, e2, ratio)
    root = float(mode_root(f, e1, e2, ratio))
    print(f"{p:.0f} | {eps0:.5f} | {s2:.5f} | {s4:.5f} | {root:.5f}")

# Line width inferred from the bulk modal permittivity
width0 = pitch * (exact - e2) / (e1 - e2)
width2 = pitch * brentq(lambda x: average(x, e1, e2)
                        + term2(x, e1, e2, r) - exact, 0.3, 0.5)
assert abs(width2 - width) < 0.1 * abs(width0 - width)
print(f"line width inferred from average only {width0:.3f} nm")
print(f"line width inferred with 2nd order {width2:.3f} nm")

# Finite film: solver checks, then the effect of its two faces
uniform = grating_film(1.0, 2.4, 1.0, pitch, height, wavelength, e_sub, 8)
assert abs(uniform[0] - film_reflectance(2.4, height, wavelength,
                                         e_sub)) < 1e-10
R, T, bulk = grating_film(f, e1, e2, pitch, height, wavelength, e_sub, 25)
assert abs(R + T - 1) < 1e-9
R_avg = film_reflectance(eps0, height, wavelength, e_sub)
R_second = film_reflectance(eps0 + d2, height, wavelength, e_sub)
assert abs(R - R_second) < abs(R - R_avg)
face_errors, bulk_shifts = [], []
for p in (16.0, 8.0):
    Rp, Tp, bp = grating_film(f, e1, e2, p, height, wavelength, e_sub, 8)
    Rb = film_reflectance(bp, height, wavelength, e_sub)
    face_errors.append(abs(Rp - Rb))
    bulk_shifts.append(abs(Rb - R_avg))
face_power = np.log2(face_errors[0] / face_errors[1])
bulk_power = np.log2(bulk_shifts[0] / bulk_shifts[1])
assert abs(face_power - 3) < 0.25
assert abs(bulk_power - 2) < 0.05
apparent = brentq(lambda x: film_reflectance(x, height, wavelength, e_sub)
                  - R, 2.3, 2.7)
print(f"film reflectance, average permittivity {100*R_avg:.4f} %")
print(f"film reflectance, with 2nd order {100*R_second:.4f} %")
print(f"grating reflectance, rigorous {100*R:.4f} %")
print(f"apparent film permittivity from reflectance {apparent:.5f}")
print(f"apparent correction / 2nd-order term {(apparent-eps0)/d2:.4f}")
print(f"pitch power of face error, 16 to 8 nm {face_power:.3f}")
print(f"pitch power of bulk shift, 16 to 8 nm {bulk_power:.3f}")

# Sizes of other neglected effects
angle, slope_deg, tilt_deg, index_error = 65.0, 2.0, 2.0, 0.01
sine = np.sin(np.radians(angle))
oblique = np.linalg.eigvalsh(wave_matrix(f, e1, e2, r, 60, sine)[0])[-1]
oblique_shift = oblique + sine**2 - spectrum[-1]
index_shift = f * ((index_in + index_error)**2 - e1)
spread = 2 * height * np.tan(np.radians(slope_deg))
tilt_shift = f * (index_out**2 - e1) * np.sin(np.radians(tilt_deg))**2
print(f"oblique incidence {angle:.0f} deg: shift {oblique_shift:.6f}")
print(f"index error {index_error:.2f}: permittivity shift {index_shift:.5f}")
print(f"sidewall {slope_deg:.0f} deg off vertical: width spread {spread:.2f} nm")
print(f"same, spread of average permittivity {spread/pitch*(e1-e2):.4f}")
print(f"rough hBN out-of-plane index {index_out:.2f}")
print(f"axis tilt {tilt_deg:.0f} deg toward lines: shift {tilt_shift:.6f}")
print("all assertions hold")
```

Running it gives:

```
wavelength 633 nm, photon energy 1.959 eV
pitch 100 nm, line 40 nm, height 80 nm
line fraction 0.40, pitch/wavelength 0.15798
rough hBN in-plane index 2.10, permittivity 4.4100
space permittivity 1.00, substrate permittivity 2.25
average permittivity 2.364000
second-order correction 0.054992
fourth-order correction 0.000591
sum through second order 2.418992
sum through fourth order 2.419584
mode-condition root 2.419518
plane-wave eigenvalue (121 waves) 2.419518
share of first orders in correction 0.9673
next modal permittivity -37.434
its field decay length 16.47 nm
pitch nm | average | through 2nd | through 4th | root
50 | 2.36400 | 2.37775 | 2.37779 | 2.37778
100 | 2.36400 | 2.41899 | 2.41958 | 2.41952
200 | 2.36400 | 2.58397 | 2.59343 | 2.58899
300 | 2.36400 | 2.85893 | 2.90682 | 2.85681
line width inferred from average only 41.628 nm
line width inferred with 2nd order 40.015 nm
film reflectance, average permittivity 4.8834 %
film reflectance, with 2nd order 5.3384 %
grating reflectance, rigorous 5.3012 %
apparent film permittivity from reflectance 2.41457
apparent correction / 2nd-order term 0.9196
pitch power of face error, 16 to 8 nm 3.002
pitch power of bulk shift, 16 to 8 nm 2.001
oblique incidence 65 deg: shift 0.004824
index error 0.01: permittivity shift 0.01684
sidewall 2 deg off vertical: width spread 5.59 nm
same, spread of average permittivity 0.1905
rough hBN out-of-plane index 1.80
axis tilt 2 deg toward lines: shift -0.000570
all assertions hold
```
